\section*{Current filaments and the equal-area field of an S-shaped conductor}

\section{The model and its uniform states}

\textbf{Q:} A film that switches from poorly to well conducting has an S-shaped current--voltage curve. I can hold any point of that curve with a current source. Why should the current not stay uniform?

\textbf{A:} A current source fixes the total current and leaves its distribution free. To see what the distribution does, we need a model with a local state. Take a film of thickness $L$ between ideal metal electrodes, with voltage $V$ across it. Its conductivity $\sigma(T)$ rises with the local temperature $T(x,y,t)$. Each of the two faces passes a heat flux $h(T-T_0)$ to electrodes at $T_0$, so the loss per volume is $g(T-T_0)$ with $g=2h/L$. With constant heat capacity $c$ per volume and heat conductivity $\kappa$,
\begin{equation}
c\,\partial_t T=\kappa\nabla^2T+f(T,E),\qquad f=\sigma(T)E^2-g(T-T_0),
\label{heat}
\end{equation}
where $\nabla^2$ acts in the film plane and no heat leaves through the side edges.

\textbf{Q:} You use one field $E$ although $\sigma$ varies from place to place.

\textbf{A:} The electrodes are equipotentials and $\sigma$ does not vary along the film normal $z$. The potential $-Ez$ with $E=V/L$ then satisfies $\nabla\cdot(\sigma\nabla\phi)=0$ for any $\sigma(x,y)$. Neglecting the variation of $T$ along $z$ requires a thin film. Under uniform heating $q$ the centre is hotter than the faces by $qL^2/8\kappa$, while the faces are hotter than the electrodes by $qL/2h$. The ratio $hL/4\kappa$ must be small. For $\sigma$ to be uniform along $z$ as well, its relative change from face to centre, about $(\sigma'/\sigma)(T-T_0)\,hL/4\kappa$, must also be small, which is the stricter demand where $\sigma$ rises steeply.

\textbf{Q:} Where is the S?

\textbf{A:} Setting $f=0$ gives the uniform states, labelled by $T$:
\begin{equation}
E_u^2=\frac{g(T-T_0)}{\sigma},\qquad j^2=\sigma^2E_u^2=g(T-T_0)\,\sigma .
\label{uniform}
\end{equation}
The current density $j$ rises with $T$. The field need not, since
\begin{equation}
\frac{dE_u^2}{dT}=\frac{g}{\sigma^2}\left[\sigma-(T-T_0)\sigma'\right].
\end{equation}
If $\sigma$ rises steeply enough over some interval, $E_u$ climbs to a threshold $E_{\rm th}$, falls to a holding value $E_{\rm h}$ and climbs again. I assume exactly these two turning points, and a last climb that goes beyond $E_{\rm th}$. For $E_{\rm h}<E<E_{\rm th}$ there are then three uniform states: cold, middle and hot.

\section{Why the uniform state breaks up}

\textbf{Q:} Is the middle branch really the one with negative slope?

\textbf{A:} Along the uniform states $f$ stays zero, so $f_T\,dT+2\sigma E\,dE=0$, with $f_T=\sigma'E^2-g$. Hence $dT/dE=2\sigma E/(g-\sigma'E^2)$, and
\begin{equation}
\frac{dj}{dE}=\sigma+E\sigma'\frac{dT}{dE}
=\sigma\,\frac{g-\sigma'E^2+2\sigma'E^2}{g-\sigma'E^2}
=\sigma\,\frac{g+\sigma'E^2}{g-\sigma'E^2}.
\label{slope}
\end{equation}
The numerator is positive, so the slope is negative exactly when $f_T>0$: a small rise in temperature then adds more Joule heat than it adds loss.

\textbf{Q:} That is a runaway, and my current source stops it.

\textbf{A:} It stops the uniform runaway. Let a source voltage $V_s$ feed the film of area $A$ through a resistance $R_L$, without capacitance, so that $V_s=E(L+R_LA\sigma)$. A uniform change $\delta T$ gives
\begin{equation}
\delta E=-E\,\frac{R_LA\sigma'}{L+R_LA\sigma}\,\delta T .
\end{equation}
Inserting this in $c\,\partial_t\delta T=f_T\delta T+2\sigma E\,\delta E$ gives the growth rate $\lambda_0$:
\begin{equation}
c\lambda_0=\sigma'E^2(1-2\rho)-g,\qquad \rho=\frac{R_LA\sigma}{L+R_LA\sigma}.
\end{equation}
Stability requires $\rho>(\sigma'E^2-g)/(2\sigma'E^2)$. Since $\rho/(1-\rho)=R_LA\sigma/L$, this is
\begin{equation}
R_L>\frac{L}{A\sigma}\,\frac{\sigma'E^2-g}{\sigma'E^2+g}=\frac{L}{A\,|dj/dE|},
\end{equation}
the magnitude of the negative differential resistance. A current source is the limit $\rho\to1$, where $c\lambda_0=-(\sigma'E^2+g)<0$.

Now let one region warm while another cools: $\delta T\propto\varphi(x,y)e^{\lambda t}$, with $\nabla^2\varphi=-k^2\varphi$ and zero normal derivative at the edges. Integrating this equation over the area gives $k^2\int\varphi\,dA=0$, so for $k\neq0$ the mean of $\varphi$ vanishes. The conductance is then unchanged to first order, the circuit does not respond, and $\delta E=0$. What remains is
\begin{equation}
c\lambda_k=f_T-\kappa k^2 .
\label{lateral}
\end{equation}

\textbf{Q:} So heat conduction can still save the uniform state.

\textbf{A:} In a small device it does. The smallest nonzero $k$ is $\pi/W$ in a rectangle whose longer side is $W$ (called a strip of width $W$ below, its other side being shorter) and $1.841/b$ in a disc of radius $b$, where $1.841$ is the first zero of $J_1'$. For a small disturbance to break up the uniform state requires
\begin{equation}
W>\pi\sqrt{\kappa/f_T}\qquad\text{or}\qquad b>1.841\sqrt{\kappa/f_T}.
\end{equation}
At the turning points $f_T\to0$ and the required size diverges. Each state inside the negative branch is thus unstable at fixed current, provided the device is wide enough for that state.

\section{The field at which two phases coexist}

\textbf{Q:} Instability does not tell me where the film ends up. What field lets a hot and a cold region stand side by side?

\textbf{A:} Consider a flat wall at rest, with $T\to T_{\rm on}$ for $x\to-\infty$ and $T\to T_{\rm off}$ for $x\to+\infty$. Multiply $\kappa T''+f=0$ by $T'$:
\begin{equation}
\frac{d}{dx}\left(\frac{\kappa}{2}T'^2\right)+f\,T'=0 .
\end{equation}
Integrated over all $x$, the first term vanishes because both ends are flat, and the second becomes an integral over $T$. Therefore
\begin{equation}
\Phi(E_{\rm co})=0,\qquad \Phi(E)=\int_{T_{\rm off}(E)}^{T_{\rm on}(E)} f(T,E)\,dT .
\label{area}
\end{equation}
Between the phases $f$ is first negative, then positive. The two lobes must have equal areas.

\textbf{Q:} Is there such a field, and is there one only?

\textbf{A:} The limits of the integral move with $E$, but $f$ vanishes there, so
\begin{equation}
\frac{d\Phi}{dE}=2EM,\qquad M=\int_{T_{\rm off}}^{T_{\rm on}}\sigma\,dT>0 .
\end{equation}
Using (\ref{uniform}), $f=\sigma(E^2-E_u^2)$. At $E_{\rm th}$ the negative lobe has shrunk to nothing and $\Phi>0$; at $E_{\rm h}$ the positive lobe has gone and $\Phi<0$. So $\Phi$ has one zero between them. The wall also exists there. Integrating from the cold side gives $\kappa T'^2/2=-F(T)$ with $F(T)=\int_{T_{\rm off}}^{T}f\,dT$, and $F$ is negative between the phases, so $T'=-\sqrt{-2F/\kappa}$ can be integrated.

\textbf{Q:} Then I can draw equal areas on the measured $j$--$E$ curve.

\textbf{A:} Not in general. Condition (\ref{area}) reads $\int\sigma\,(E_{\rm co}^2-E_u^2)\,dT=0$. The areas are equal when $E_u^2$ is plotted against $\int\sigma\,dT$, which is a different plane. The example below shows the size of the error.

\textbf{Q:} What happens if the field is slightly off?

\textbf{A:} The wall moves. For $T(x-vt)$ equation (\ref{heat}) becomes $-cvT'=\kappa T''+f$. Multiplying by $T'$ and integrating gives $-cv\int T'^2dx=-\Phi$. Define
\begin{equation}
S=\kappa\int T'^2dx=\int_{T_{\rm off}}^{T_{\rm on}}\sqrt{-2\kappa F}\,dT,
\end{equation}
evaluated at $E_{\rm co}$. Near coexistence $v\approx\kappa\Phi/(cS)$. Above $E_{\rm co}$ the hot phase advances, and below it retreats. At fixed current this regulates itself: a growing hot region raises the conductance and lowers $E$ until the wall stops.

\section{The round filament}

\textbf{Q:} A filament is round, not flat. Does it sit at $E_{\rm co}$?

\textbf{A:} Far from the device edge, only in the limit of large radius. The steady equation is $\kappa(T''+T'/r)+f=0$. Multiply by $T'$ and integrate from the axis, where $T'=0$, to the flat cold region:
\begin{equation}
\int_{T(\infty)}^{T(0)}f\,dT=\kappa\int_0^\infty\frac{T'^2}{r}\,dr .
\end{equation}
If the radius $R$ is much larger than the wall width, the centre reaches $T_{\rm on}$, the left side is $\Phi(E)$, and $1/r\approx1/R$ wherever $T'$ matters. So $\Phi(E)\approx S/R$. With $\Phi\approx2E_{\rm co}M(E-E_{\rm co})$,
\begin{equation}
E\approx E_{\rm co}\left(1+\frac{a}{R}\right),\qquad a=\frac{S}{2E_{\rm co}^2M}.
\label{curv}
\end{equation}
At $E_{\rm co}$ itself a curved wall would move towards its hot side and the filament would shrink; the excess field holds the wall in place.

\textbf{Q:} And the current?

\textbf{A:} Neglect the wall width and write $\Delta\sigma=\sigma_{\rm on}-\sigma_{\rm off}$, with both conductivities taken at $E_{\rm co}$. Holding them fixed as $E$ changes requires, by (\ref{slope}), $\sigma'E^2\ll g$ in both phases; in the example below $\sigma'E^2/g\approx0.005$ there. Then
\begin{equation}
I\approx E(R)\left[A\sigma_{\rm off}+\pi R^2\Delta\sigma\right].
\label{lever}
\end{equation}
For large $R$ this tends to $I=Aj_{\rm off}+\pi R^2(j_{\rm on}-j_{\rm off})$. More current means more hot area at nearly unchanged current density and voltage. Differentiating (\ref{lever}) with (\ref{curv}),
\begin{equation}
\frac{dI}{dR}=E_{\rm co}\left[\pi\Delta\sigma(2R+a)-\frac{aA\sigma_{\rm off}}{R^2}\right].
\end{equation}
The radius grows with current once the first term wins. Since $E$ falls slightly as $R$ grows, a large filament away from the device edge keeps a weak negative differential resistance.

\textbf{Q:} Negative again! Is the filament itself stable?

\textbf{A:} For a slowly moving wall of curvature $K$, the term $\kappa KT'$ joins the equation, and the same integration gives
\begin{equation}
v=\frac{\kappa}{c}\left(\frac{\Phi}{S}-K\right).
\end{equation}
Deform the edge to $r=R+\eta\cos m\theta$. To first order $K=1/R+(m^2-1)\eta\cos m\theta/R^2$, so at fixed voltage
\begin{equation}
\lambda_m=\frac{\kappa}{c}\,\frac{1-m^2}{R^2}.
\label{shape}
\end{equation}
Far from the device edge, ripples with $m\ge2$ decay and $m=1$ is a neutral sideways shift. Near an insulated edge a centred filament can drift off centre, and ripples need not decay. The radius mode $m=0$ grows: under a voltage source the filament expands or collapses.

Under a current source $E$ responds. If the temperature profile follows $E$ at once and the two conductivities again stay fixed, with $G=A\sigma_{\rm off}+\pi R^2\Delta\sigma$ and $EG$ fixed, then $dE/dR=-2\pi R\Delta\sigma E/G$. Since $\Phi'/S\approx1/(aE_{\rm co})$ and $E\approx E_{\rm co}$,
\begin{equation}
\lambda_0\approx\frac{\kappa}{c}\left[\frac1{R^2}-\frac{2\pi R\,\Delta\sigma}{aG}\right].
\label{feedback}
\end{equation}
The second term wins for large $R$. To leading order in $a/R$ this is the condition $dI/dR>0$.

\section{A device in numbers}

\textbf{Q:} I would like to see these approximations face a full solution.

\textbf{A:} Take $L=20$~nm, $b=600$~nm, $\kappa=1$~W/(m\,K), $c=2\times10^6$~J/(m$^3$\,K) and $h=10^7$~W/(m$^2$\,K). Then $g=10^{15}$~W/(m$^3$\,K), $hL/4\kappa=0.05$, and the natural units are $\ell=\sqrt{\kappa/g}=31.6$~nm and $\tau=c/g=2$~ns. These are round model values. Let $\sigma$ rise from $\sigma_1=100$ to $\sigma_2=1000$~S/m as a logistic step of width 10~K centred at $T_c=400$~K, with $T_0=300$~K.

This step has $\sigma(T_c+u)+\sigma(T_c-u)=\sigma_1+\sigma_2$. Hence $f(T_c+u)+f(T_c-u)=E^2(\sigma_1+\sigma_2)-2g(T_c-T_0)$. When the right side is zero, $f$ is odd about $T_c$ and its lobes cancel:
\begin{equation}
E_{\rm co}=\sqrt{\frac{2g(T_c-T_0)}{\sigma_1+\sigma_2}}
=\sqrt{\frac{2\times10^{17}}{1100}}~\frac{\rm V}{\rm m}=13.48~\frac{\rm MV}{\rm m},
\end{equation}
or $V_{\rm co}=0.2697$~V. This lies between holding at 0.2315~V and threshold at 0.4552~V. These digits belong to equation (\ref{heat}), not to a film of this thickness. With $T$ resolved along $z$, $\sigma$ differs by up to 24\% between centre and faces, and all three voltages drop by about 1.6\%, to 0.2653, 0.2279 and 0.4477~V, close to what replacing $g$ by $g/(1+hL/6\kappa)$ gives. For $V_{\rm co}$ this is 4~mV, as large as the curvature excess of the wider filaments below.

\textbf{Q:} Does a nearly uniform film find that field by itself?

\textbf{A:} Equation (\ref{heat}) was integrated in time for a strip 600~nm wide at fixed current, starting near the uniform state at 390~K and 16.22~MV/m. There $f_T/g=3.656$ and $k\ell=\pi\times31.62/600=0.1656$, so (\ref{lateral}) gives $\lambda\tau=3.656-0.027=3.629$. The evolution gives the same rate to the digits shown. Strips narrower than 52~nm would keep this state uniform. The film ends in two phases at 13.48~MV/m.

Symmetry alone could produce that number, so the test was repeated with $\ln\sigma$ following the logistic step. The equal-area rule and the evolution both give 14.19~MV/m. Equal areas in the $j$--$E$ plane would give 16.00~MV/m there and 15.05~MV/m in the first case, about 13\% and 12\% above the coexistence field.

\textbf{Q:} And the filaments in the disc?

\textbf{A:} With $S=1.986\times10^{11}$~W\,K/m$^2$ and $M=8.995\times10^4$~S\,K/m,
\begin{equation}
a=\frac{1.986\times10^{11}}{2\,(1.3484\times10^7)^2\,(8.995\times10^4)}~{\rm m}=6.07~{\rm nm}.
\end{equation}
Solving (\ref{curv}) and (\ref{lever}) together, and separately the full radial heat equation at fixed current, gives
\begin{center}
\begin{tabular}{ccccc}
$I$ (mA) & $V$ full (V) & $V$ formula (V) & $R$ full (nm) & $R$ formula (nm)\\
3 & 0.2790 & 0.2783 & 189 & 190\\
5 & 0.2754 & 0.2752 & 297 & 297\\
7 & 0.2742 & 0.2740 & 375 & 375\\
9 & 0.2735 & 0.2734 & 439 & 439
\end{tabular}
\end{center}
The current triples while the voltage falls by 2.0\%. The fairer test of (\ref{curv}) is the excess over $V_{\rm co}$. At 3~mA the formula gives 8.6~mV against 9.3~mV, 7\% too low relative to the full value; at 9~mA it is about 3\% too low. The wall is 78~nm wide, so the smallest filament is only moderately wide compared with it.

\textbf{Q:} At 3~mA, is the uniform film unstable at all?

\textbf{A:} No. The negative branch runs from 3.08 to 12.02~mA in this disc. At 3~mA the uniform cold state is linearly stable, yet a filament solution exists beside it. The initial state then matters, and a small fluctuation does not start a filament.

\textbf{Q:} And stability of the filament at 7~mA?

\textbf{A:} There $(\ell/R)^2=0.0071$, so (\ref{shape}) predicts $\lambda_m\tau=0.0071$, $0$ and $-0.0214$ for $m=0,1,2$ at fixed voltage. The linearized full equation gives $0.0072$, $0.0000$ and $-0.0216$. Closer to the edge this changes: at 9~mA $\lambda_1\tau\approx+0.0002$, so the centred filament drifts off centre over roughly 10~$\mu$s, and at 12~mA the $m=2$ ripple grows. At 7~mA and fixed current the two slowest $m=0$ modes share the decay rate $0.84/\tau$. Estimate (\ref{feedback}) gives about $0.68/\tau$. It has the right sign but is only rough. The phases themselves relax at the rate $-f_T/c\approx g/c=1/\tau$, so a rate of this size lies outside the range where the profile follows $E$ at once; the program checks only the sign.

\textbf{Q:} What would make me distrust the whole picture?

\textbf{A:} A filament no wider than its wall, a filament close to the device edge, or electrodes that are not equipotential or that heat up. Capacitance across the film also changes the circuit response used for the uniform and radius modes. The model lets $\sigma$ depend on $T$ alone. In many real threshold switches $\sigma$ also depends on the field, the switching may be partly electronic, and a phase transition brings latent heat and hysteresis; the model does not show that heating is the cause in a given device. Lasting structural change, such as crystallization of an amorphous film, needs a further variable; this model describes switching that reverses when the current is removed. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film thickness 20 nm, disc radius 600 nm
kappa 1.0 W/(m K), contact h 1.0e+07 W/(m^2 K)
c 2.0e+06 J/(m^3 K), g = 2h/L 1.00e+15 W/(m^3 K)
hL/(2 kappa) 0.10 (no unit)
T0 300 K, Tc 400 K, logistic width 10 K
sigma limits 100 and 1000 S/m
ell 31.62 nm, tau 2.00 ns
threshold: T 362.02 K, E 22.759 MV/m, V 0.4552 V
holding: T 422.98 K, E 11.575 MV/m, V 0.2315 V
uniform current at threshold 3.082 mA
uniform current at holding 12.016 mA
E_co equal area 13.4840 MV/m, V_co 0.26968 V
E_co symmetry formula 13.4840 MV/m
E_co from time evolution 13.4840 MV/m
equal areas in j-E plane (wrong) 15.0476 MV/m
asymmetric sigma: equal area 14.1908 MV/m
asymmetric sigma: time evolution 14.1908 MV/m
asymmetric sigma: j-E areas (wrong) 15.9956 MV/m
phases at E_co: T_off 318.23 K, T_on 481.77 K
sigma_off 100.25 S/m, sigma_on 999.75 S/m
j_off 1.3518e+09 A/m^2, j_on 1.3481e+10 A/m^2
uniform test state: T 390 K, E 16.221 MV/m, j 5.5484e+09 A/m^2
its sigma 342.05 S/m, dj/dE -529.17 S/m
its sigma' E^2/g 4.6560, f_T/g 3.6560 (no unit)
critical load resistance, disc device 33.42 ohm
uniform mode rate at fixed current -5.6560 per tau
strip width 600 nm, lowest lateral mode:
  rate theory 3.6285, evolution 3.6285 per tau
critical strip width 51.96 nm
critical disc radius 30.45 nm
wall width (T_on-T_off)/max slope 77.73 nm
wall integral S 1.9862e+11 W K/m^2
integral of sigma dT 8.9949e+04 S K/m
curvature length a 6.072 nm
wall speed at 1.005 E_co 0.4066 m/s
wide filament: R 1264.9 nm, (E/E_co-1)R 6.126 nm
filaments: I | V solved | V theory | R solved | R theory
  3 mA | 0.27897 V | 0.27829 V | 189.3 nm | 190.2 nm
  5 mA | 0.27543 V | 0.27519 V | 297.0 nm | 297.4 nm
  7 mA | 0.27419 V | 0.27405 V | 374.7 nm | 375.0 nm
  9 mA | 0.27351 V | 0.27341 V | 438.9 nm | 439.1 nm
voltage drop from first to last 1.96 percent
7 mA, fixed voltage, m=0,1,2: 0.00721, 0.00000, -0.02161 per tau
7 mA, (ell/R)^2 0.00712 (no unit)
7 mA, fixed current, m=0: -0.8403 per tau
\end{verbatim}
